# Thermally averaged tunnelling to a repulsive Coulomb centre: verification in Python

```python
"""Thermally averaged Coulomb reduction of capture at a repulsive centre.

Result under test, for x0 = (pi^2 Ry/kT)^(1/3) >> 1:
    <s> = (8/sqrt(3)) x0^2 exp(-3 x0) [1 + 5/(36 x0) + ...]
s    : |psi(0)|^2 relative to a free carrier, = y/(exp(y)-1), y = 2 pi eta
eta  : C/(hbar v), with C/r the repulsive potential energy
Ry   : m C^2/(2 hbar^2), effective Rydberg energy
x0   : energy of the Gamow peak divided by kT
b    : 2 x0^(3/2), so that y = b/sqrt(x) at energy x = E/kT
Energies are in eV and lengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

KB = sc.k / sc.e                                   # eV/K
HB2_M0 = sc.hbar**2 / (sc.m_e * sc.e) * 1e18       # hbar^2/m0, eV nm^2
COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9     # e^2/(4 pi eps0), eV nm


def rydberg(mass, c):
    return mass * c**2 / (2 * HB2_M0)


def peak_x0(mass, c, temp):
    return (np.pi**2 * rydberg(mass, c) / (KB * temp))**(1 / 3)


LOGX = np.linspace(-30.0, 7.0, 40001)
X = np.exp(LOGX)
DLOG = LOGX[1] - LOGX[0]


def thermal(x0):
    """Direct Maxwell quadrature: <s>, capture-weighted mean and variance of x."""
    y = 2 * x0**1.5 / np.sqrt(X)
    s = y * np.exp(-y) / (-np.expm1(-y))
    w = 2 / np.sqrt(np.pi) * X**1.5 * np.exp(-X) * s * DLOG
    total = w.sum()
    mean = (w * X).sum() / total
    var = (w * (X - mean)**2).sum() / total
    return total, mean, var


def gamow_only(x0):
    """Same average with s replaced by y exp(-y)."""
    y = 2 * x0**1.5 / np.sqrt(X)
    return (2 / np.sqrt(np.pi) * X**1.5 * np.exp(-X) * y * np.exp(-y)).sum() * DLOG


def laplace(x0):
    return 8 / np.sqrt(3) * x0**2 * np.exp(-3 * x0)


# ---------- rough silicon parameters and chosen operating point ----------
EPS_R, M_T, M_L = 11.7, 0.19, 0.92
T0 = 300.0
N_EL = 1e16            # electron density, cm^-3
C0 = 1e-8              # capture coefficient without Coulomb repulsion, cm3/s
mass = 3 / (2 / M_T + 1 / M_L)
c = COUL / EPS_R
kt = KB * T0
ry = rydberg(mass, c)
x0 = peak_x0(mass, c, T0)
e0 = x0 * kt
r0 = c / e0
k0 = np.sqrt(2 * mass * e0 / HB2_M0)

# ---------- WKB barrier integral against 2 pi eta ----------
barrier = quad(lambda r: 2 * np.sqrt(max(2 * mass * (c / r - e0) / HB2_M0, 0.0)),
               0, r0, limit=200)[0]
two_pi_eta = 2 * np.pi * c * mass / (HB2_M0 * k0)
assert abs(barrier / two_pi_eta - 1) < 1e-6

# ---------- contact density from the radial Schroedinger equation ----------
radial_error = 0.0
for eta in (0.3, 1.0, 2.0):
    start, end = 1e-4, 400.0
    sol = solve_ivp(lambda q, u: [u[1], (2 * eta / q - 1) * u[0]], (start, end),
                    [start + eta * start**2, 1 + 2 * eta * start],
                    method="DOP853", rtol=1e-10, atol=1e-13)
    assert sol.success
    u, du = sol.y[:, -1]
    kloc = np.sqrt(1 - 2 * eta / end)
    contact = 1 / (kloc * u**2 + du**2 / kloc)
    formula = 2 * np.pi * eta / np.expm1(2 * np.pi * eta)
    radial_error = max(radial_error, abs(contact / formula - 1))
assert radial_error < 1e-4

# ---------- power of T: cooling by 8 each time, prefactor power cancels ----------
logs = [-np.log(thermal(v)[0]) for v in (10.0, 20.0, 40.0, 80.0)]
second = np.diff(logs, 2)
power = np.log(second[1] / second[0]) / np.log(8)
assert abs(power - 1 / 3) < 2e-4

# ---------- prefactor, first correction, peak moments ----------
coefs = [(thermal(v)[0] / laplace(v) - 1) * v for v in (20.0, 80.0)]
assert abs(coefs[1] - 5 / 36) < 1e-3
assert abs(coefs[1] - 5 / 36) < abs(coefs[0] - 5 / 36)
_, mean20, var20 = thermal(20.0)
assert abs(mean20 - (20 + 5 / 6)) < 0.005
assert abs(var20 - (2 * 20 / 3 + 5 / 6)) < 0.01

# ---------- size of what the pure Gamow form leaves out ----------
gap = thermal(8.0)[0] / gamow_only(8.0) - 1
gap_formula = 2**(1 / 3) * np.exp(-24 * (2**(2 / 3) - 1))
assert abs(gap / gap_formula - 1) < 0.02

# ---------- activation energy: finite difference against mean energy ----------
h = 1e-4
slope = -(np.log(thermal(x0 * (1 + h)**(1 / 3))[0])
          - np.log(thermal(x0 * (1 - h)**(1 / 3))[0])) / (2 * h)
assert abs(slope - (thermal(x0)[1] - 1.5)) < 1e-5

# ---------- closed Brownian paths: isotropic, anisotropic, screened ----------
debye = np.sqrt(EPS_R * sc.epsilon_0 * sc.k * T0 / (sc.e**2 * N_EL * 1e6)) * 1e9
STEPS, CHUNK, NCHUNK = 200, 4000, 10
theta = (np.arange(STEPS) + 0.5) * np.pi / STEPS
time = np.sin(theta / 2)**2
weight = np.sin(theta) / 2 * np.pi / STEPS
root_dt = np.sqrt(np.diff(np.concatenate(([0.0], time, [1.0]))))
rng = np.random.default_rng(12345)
length = np.sqrt(HB2_M0 / kt)                      # thermal length for m = m0
iso, aniso, screened = [], [], []
for _ in range(NCHUNK):
    sq = []
    for _axis in range(3):
        walk = np.cumsum(rng.standard_normal((CHUNK, STEPS + 1)) * root_dt, axis=1)
        sq.append((walk[:, :-1] - time * walk[:, -1:])**2)
    r_iso = length * np.sqrt((sq[0] + sq[1] + sq[2]) / mass)
    r_ani = length * np.sqrt((sq[0] + sq[1]) / M_T + sq[2] / M_L)
    iso.append(np.exp(-(c / kt / r_iso) @ weight))
    aniso.append(np.exp(-(c / kt / r_ani) @ weight))
    screened.append(np.exp(-(c / kt * np.exp(-r_iso / debye) / r_iso) @ weight))
iso, aniso, screened = (np.concatenate(a) for a in (iso, aniso, screened))
s_path, s_aniso = iso.mean(), aniso.mean()
err_path = iso.std() / np.sqrt(iso.size)
err_aniso = aniso.std() / np.sqrt(aniso.size)
s300, mean300, var300 = thermal(x0)
# 0.3 percent is allowed for the finite number of time steps
assert abs(s_path - s300) < 4 * err_path + 0.003 * s300
s_light = thermal(peak_x0(M_T, c, T0))[0]
s_heavy = thermal(peak_x0(M_L, c, T0))[0]
assert s_heavy < s_aniso < s_light
m_match = brentq(lambda m: thermal(peak_x0(m, c, T0))[0] - s_aniso, M_T, M_L)
screen_ratio = screened.mean() / s_path
screen_formula = np.exp(c / (debye * kt))
assert abs(screen_ratio / screen_formula - 1) < 0.01

# ---------- thermal factor of weak-coupling emission of p phonons ----------
PHONON, P = 0.060, 4


def phonon_factor(temp):
    q = np.exp(-PHONON / (KB * temp))
    n = np.arange(600)
    ladder = np.ones(n.size)
    for j in range(1, P + 1):
        ladder *= (n + j) / j
    direct = ((1 - q) * q**n * ladder).sum()
    occupation = 1 / np.expm1(PHONON / (KB * temp))
    assert abs(direct / (occupation + 1)**P - 1) < 1e-10
    return direct


# ---------- other neglected effects ----------
FIELD = 1e3                                        # V/cm
MOBILITY, TAU_E = 1400.0, 0.3e-12                  # cm2/Vs, s
heating = 2 / 3 * MOBILITY * FIELD**2 * TAU_E / KB
heat_ratio = thermal(peak_x0(mass, c, T0 + heating))[0] / s300
m_dos = (M_L * M_T**2)**(1 / 3)
n_c = 12 * (m_dos * kt / (2 * np.pi * HB2_M0))**1.5 * 1e21
RADIUS = 0.25
bohr = HB2_M0 / (mass * c)
EPS_N, M_N, F_N = 7.0, 0.5, 1.0                    # rough nitride; field in MV/cm
c_n = COUL / EPS_N
e_n = peak_x0(M_N, c_n, T0) * kt
r_n = c_n / e_n

# ---------- printed results ----------
print(f"inputs: eps_r {EPS_R}, m_t {M_T} m0, m_l {M_L} m0, Z 1")
print(f"conductivity mass: {mass:.4f} m0")
print(f"C = e^2/(4 pi eps): {c:.4f} eV nm")
print(f"effective Rydberg: {ry*1e3:.2f} meV")
print(f"Gamow energy E_G: {4*np.pi**2*ry:.4f} eV")
print(f"kT at 300 K: {kt*1e3:.2f} meV")
print(f"turning radius at E0, 300 K: {r0:.3f} nm")
print(f"barrier integral at E0: {barrier:.4f}; 2 pi eta: {two_pi_eta:.4f}")
print(f"radial equation, largest relative error: {radial_error:.1e}")
print(f"power of 1/T in exponent, from quadrature: {power:.5f}")
print(f"correction coefficient at x0=80: {coefs[1]:.5f}; 5/36 = {5/36:.5f}")
print(f"x0=20: mean x {mean20:.4f}, variance {var20:.4f}")
print(f"x0=8: part missed by Gamow form {gap:.3e}, formula {gap_formula:.3e}")
print("columns: T(K) x0 3x0 E0(meV) <s>quad <s>Laplace <s>corrected")
rows = (77.0, 150.0, 300.0, 400.0)
for t in rows:
    v = peak_x0(mass, c, t)
    print(f"{t:.0f} {v:.3f} {3*v:.3f} {v*KB*t*1e3:.2f} {thermal(v)[0]:.3e} "
          f"{laplace(v):.3e} {laplace(v)*(1+5/(36*v)):.3e}")
print("columns: T(K), activation energy exact and E0-2kT/3 (meV)")
for t in rows:
    v = peak_x0(mass, c, t)
    print(f"{t:.0f} {(thermal(v)[1]-1.5)*KB*t*1e3:.2f} {(v-2/3)*KB*t*1e3:.2f}")
print(f"300 K capture-weighted mean energy: {mean300*kt*1e3:.2f} meV")
print(f"300 K rms width of that energy: {np.sqrt(var300)*kt*1e3:.2f} meV")
print(f"c0 (chosen): {C0:.1e} cm3/s; electron density {N_EL:.1e} cm^-3")
print(f"capture coefficient at 300 K: {C0*s300:.3e} cm3/s")
print(f"capture time at 300 K: {1e6/(C0*s300*N_EL):.3f} us")
print(f"path average <s>, isotropic: {s_path:.5f} +- {err_path:.5f}")
print(f"quadrature <s>, isotropic: {s300:.5f}")
print(f"path average <s>, anisotropic: {s_aniso:.5f} +- {err_aniso:.5f}")
print(f"bounds from m_l and m_t: {s_heavy:.5f} and {s_light:.5f}")
print(f"isotropic mass matching anisotropic <s>: {m_match:.3f} m0")
print(f"Debye length: {debye:.1f} nm")
print(f"screening raises <s> by factor {screen_ratio:.4f}")
print(f"screening estimate exp(C/(L kT)): {screen_formula:.4f}")
print(f"field {FIELD/1e3:.0f} kV/cm: drop over r0 {FIELD*r0*1e-4:.3f} meV")
print(f"field giving drop kT over r0: {kt/r0*10:.3f} MV/cm")
print(f"inputs for heating: {MOBILITY:.0f} cm2/Vs, {TAU_E*1e12:.1f} ps")
print(f"carrier heating: {heating:.2f} K, <s> factor {heat_ratio:.4f}")
print(f"degeneracy n/Nc: {N_EL/n_c:.2e}")
print(f"effective Bohr radius: {bohr:.3f} nm; centre radius {RADIUS} nm")
print(f"finite radius, energy-independent factor: {(1+RADIUS/bohr)**2:.3f}")
print(f"finite radius, energy-dependent part: {(k0*RADIUS)**2/3:.4f}")
print(f"phonon energy {PHONON*1e3:.0f} meV, number emitted {P}")
print(f"phonon factor at 77 K: {phonon_factor(77.0):.4f}")
print(f"phonon factor at 300 K: {phonon_factor(300.0):.4f}")
print(f"nitride (rough): eps_r {EPS_N}, mass {M_N} m0, field {F_N} MV/cm")
print(f"nitride 300 K: E0 {e_n*1e3:.1f} meV, r0 {r_n:.2f} nm")
print(f"nitride drop over r0: {F_N*0.1*r_n*1e3:.1f} meV")
print("done: every assertion held")
```

It prints:

```
inputs: eps_r 11.7, m_t 0.19 m0, m_l 0.92 m0, Z 1
conductivity mass: 0.2583 m0
C = e^2/(4 pi eps): 0.1231 eV nm
effective Rydberg: 25.68 meV
Gamow energy E_G: 1.0136 eV
kT at 300 K: 25.85 meV
turning radius at E0, 300 K: 2.224 nm
barrier integral at E0: 4.2803; 2 pi eta: 4.2803
radial equation, largest relative error: 4.1e-06
power of 1/T in exponent, from quadrature: 0.33337
correction coefficient at x0=80: 0.13872; 5/36 = 0.13889
x0=20: mean x 20.8356, variance 14.1697
x0=8: part missed by Gamow form 9.443e-07, formula 9.502e-07
columns: T(K) x0 3x0 E0(meV) <s>quad <s>Laplace <s>corrected
77 3.368 10.103 22.35 2.239e-03 2.146e-03 2.234e-03
150 2.696 8.089 34.85 1.094e-02 1.030e-02 1.083e-02
300 2.140 6.420 55.33 3.767e-02 3.444e-02 3.668e-02
400 1.944 5.833 67.02 5.696e-02 5.114e-02 5.479e-02
columns: T(K), activation energy exact and E0-2kT/3 (meV)
77 18.05 17.92
150 26.66 26.24
300 39.55 38.09
400 46.45 44.04
300 K capture-weighted mean energy: 78.33 meV
300 K rms width of that energy: 39.71 meV
c0 (chosen): 1.0e-08 cm3/s; electron density 1.0e+16 cm^-3
capture coefficient at 300 K: 3.767e-10 cm3/s
capture time at 300 K: 0.265 us
path average <s>, isotropic: 0.03755 +- 0.00013
quadrature <s>, isotropic: 0.03767
path average <s>, anisotropic: 0.03239 +- 0.00013
bounds from m_l and m_t: 0.00285 and 0.05847
isotropic mass matching anisotropic <s>: 0.285 m0
Debye length: 40.9 nm
screening raises <s> by factor 1.1197
screening estimate exp(C/(L kT)): 1.1235
field 1 kV/cm: drop over r0 0.222 meV
field giving drop kT over r0: 0.116 MV/cm
inputs for heating: 1400 cm2/Vs, 0.3 ps
carrier heating: 3.25 K, <s> factor 1.0166
degeneracy n/Nc: 3.64e-04
effective Bohr radius: 2.397 nm; centre radius 0.25 nm
finite radius, energy-independent factor: 1.219
finite radius, energy-dependent part: 0.0078
phonon energy 60 meV, number emitted 4
phonon factor at 77 K: 1.0005
phonon factor at 300 K: 1.5119
nitride (rough): eps_r 7.0, mass 0.5 m0, field 1.0 MV/cm
nitride 300 K: E0 97.1 meV, r0 2.12 nm
nitride drop over r0: 211.8 meV
done: every assertion held
```
